# The 1/(iw) Self-Energy Tail of a Multiorbital Impurity

A quantum Monte Carlo solver for an impurity model delivers the Green's function $G(iw)$ with statistical noise, and we consider the case in which the self-energy is obtained from it by Dyson's equation. A small error $\delta G$ changes $G^{-1}$ by $-G^{-1}\,\delta G\,G^{-1}$. At high frequency $G^{-1}\approx iw$, so the error of the self-energy is of size $w^2|\delta G|$, while its frequency-dependent part falls off as $1/w$. If $|\delta G|$ falls more slowly than $1/w^3$, the noise overtakes this part, so beyond some frequency the sampled data must be replaced by an asymptotic form, and one has to decide where to make the change and which coefficient to attach. The coefficient follows from equal-time expectation values, which do not suffer from the factor $w^2$.

Let $d_a$ annihilate an electron in impurity spin-orbital $a$, called a flavour below, and let $c_k$ annihilate one in bath level $k$. The Hamiltonian is

$$H=\sum_{ab}E_{ab}d_a^\dagger d_b+H_{\rm int}+\sum_k\varepsilon_k c_k^\dagger c_k+\sum_{ka}\left(V_{ka}c_k^\dagger d_a+V_{ka}^*d_a^\dagger c_k\right).$$

All energies are measured from the chemical potential, and $\hbar=1$. The interaction $H_{\rm int}$ is Hermitian, conserves particle number and contains impurity operators only. Averages are thermal, $\langle X\rangle={\rm Tr}\,(e^{-\beta H}X)/{\rm Tr}\,e^{-\beta H}$. For $0<\tau<\beta$ define

$$G_{ab}(\tau)=-\langle d_a(\tau)d_b^\dagger\rangle,\qquad d_a(\tau)=e^{H\tau}d_ae^{-H\tau},$$

$$G_{ab}(iw)=\int_0^\beta d\tau\,e^{iw\tau}G_{ab}(\tau),\qquad e^{iw\beta}=-1.$$

With $z=iw$, the self-energy matrix is defined by

$$\Sigma(z)=z-E-\Delta(z)-G^{-1}(z),\qquad \Delta(z)=V^\dagger(z-\varepsilon)^{-1}V,$$

where $\varepsilon$ is the diagonal matrix of bath levels.

**The moments of G.** For an odd operator $A$ write $G_{A,b}(\tau)=-\langle A(\tau)d_b^\dagger\rangle$. Integration by parts gives

$$iw\,G_{A,b}(iw)=-G_{A,b}(\beta^-)-G_{A,b}(0^+)-\int_0^\beta d\tau\,e^{iw\tau}\,\partial_\tau G_{A,b}(\tau).$$

Here $G_{A,b}(0^+)=-\langle Ad_b^\dagger\rangle$. At the other end the factor $e^{\beta H}$ in $A(\beta)$ cancels the Boltzmann factor, and cyclic invariance of the trace gives $G_{A,b}(\beta^-)=-\langle d_b^\dagger A\rangle$. The boundary terms add up to $\langle\{A,d_b^\dagger\}\rangle$. Since $\partial_\tau A(\tau)=-[A,H](\tau)$, the remaining integral, including its sign, is $G_{[A,H],b}(iw)$. Hence

$$iw\,G_{A,b}=\langle\{A,d_b^\dagger\}\rangle+G_{[A,H],b}.$$

Starting from $A=d_a$ and using this relation three times, we find

$$G=\frac1z+\frac{M_1}{z^2}+\frac{M_2}{z^3}+\dots,$$

$$(M_1)_{ab}=\langle\{[d_a,H],d_b^\dagger\}\rangle,\qquad (M_2)_{ab}=\langle\{[[d_a,H],H],d_b^\dagger\}\rangle.$$

The second moment can be made symmetric. For any operators,

$$[\{A,B\},H]=\{[A,H],B\}+\{A,[B,H]\},$$

as multiplying out shows. The thermal average of the left side vanishes, because $H$ commutes with $e^{-\beta H}$. With $A=[d_a,H]$ and $B=d_b^\dagger$,

$$(M_2)_{ab}=\langle\{[d_a,H],[H,d_b^\dagger]\}\rangle .$$

The matrices $M_1$ and $M_2$ need not commute with other matrices, but the geometric series for an inverse respects the order of factors:

$$G^{-1}=z\left(1+\frac{M_1}{z}+\frac{M_2}{z^2}+\dots\right)^{-1}=z-M_1-\frac{M_2-M_1^2}{z}+\dots$$

The bath function begins as $\Delta=V^\dagger V/z+\dots$. Inserting both series in Dyson's equation gives

$$\Sigma=\Sigma_\infty+\frac{\Sigma_1}{z}+O(z^{-2}),$$

$$\Sigma_\infty=M_1-E,\qquad \Sigma_1=M_2-M_1^2-V^\dagger V.$$

This requires finite moments. They exist for a finite set of bath levels; a continuous bath whose total weight $V^\dagger V$ diverges has no such expansion of $\Delta$.

**Cancellation of levels and bath.** The rule $[A,BC]=\{A,B\}C-B\{A,C\}$ gives $[d_a,d_c^\dagger d_e]=\delta_{ac}d_e$. The term $c_k^\dagger d_a$ commutes with every $d$, while $d_a^\dagger c_k$ leaves $c_k$. Therefore

$$[d_a,H]=\sum_cE_{ac}d_c+\sum_kV_{ka}^*c_k+j_a,\qquad j_a=[d_a,H_{\rm int}],$$

and the Hermitian conjugate for flavour $b$ is

$$[H,d_b^\dagger]=\sum_eE_{eb}d_e^\dagger+\sum_kV_{kb}c_k^\dagger+j_b^\dagger .$$

Since $\{c_k,d_b^\dagger\}=0$, the first moment is $M_1=E+\langle\{j_a,d_b^\dagger\}\rangle$, and so

$$(\Sigma_\infty)_{ab}=\langle\{j_a,d_b^\dagger\}\rangle .$$

The number $\{d_a,d_b^\dagger\}=\delta_{ab}$ commutes with $H_{\rm int}$. The commutator identity above, with $H_{\rm int}$ in place of $H$, then gives $\{j_a,d_b^\dagger\}=\{d_a,j_b^\dagger\}$. It follows that $\Sigma_\infty$ is Hermitian and that it also equals $\langle\{d_a,j_b^\dagger\}\rangle$.

Now multiply out the second moment. The operator $j_b^\dagger$ contains an odd number of impurity operators and no bath operators, so $\{c_k,j_b^\dagger\}=0$. The surviving terms are

$$M_2=E^2+V^\dagger V+E\,\Sigma_\infty+\Sigma_\infty E+K,\qquad K_{ab}=\langle\{j_a,j_b^\dagger\}\rangle,$$

whereas

$$M_1^2=(E+\Sigma_\infty)^2=E^2+E\,\Sigma_\infty+\Sigma_\infty E+\Sigma_\infty^2 .$$

Subtraction removes every explicit trace of the levels and the bath:

$$\boxed{(\Sigma_1)_{ab}=\langle\{[d_a,H_{\rm int}],[H_{\rm int},d_b^\dagger]\}\rangle-(\Sigma_\infty^2)_{ab}}$$

The bath still matters, through the state in which the averages are taken. If electrons on the impurity also interacted with those in the bath, $\{c_k,j_b^\dagger\}$ would no longer vanish as an operator, and $M_2$ would gain the terms $\sum_kV_{ka}^*\langle\{c_k,j_b^\dagger\}\rangle$ and their Hermitian conjugates. The cancellation then fails unless these terms average to zero. They do so, for example, when spin is conserved and the added term is a density repulsion between impurity and bath electrons of opposite spin only.

For a two-body interaction $j_a$ is cubic in the operators. In the anticommutator of two cubic terms the products of six operators cancel, because odd products with no contraction between them anticommute. At most four operators remain, so the coefficient needs nothing beyond the impurity's one- and two-body density matrices.

**Projection.** The formula has a geometric meaning. Define $(A|B)=\langle\{A,B^\dagger\}\rangle$. This is an inner product in which $(A|A)=\langle AA^\dagger\rangle+\langle A^\dagger A\rangle\ge0$ and $(d_a|d_b)=\delta_{ab}$. The component of $j_a$ along $d_c$ is $(j_a|d_c)=(\Sigma_\infty)_{ac}$. What is left after removing these components is

$$q_a=j_a-\sum_c(\Sigma_\infty)_{ac}d_c,\qquad (q_a|d_b)=0 .$$

The overlap of two residuals contains $K$, two cross terms each equal to $-\Sigma_\infty^2$, and one term $+\Sigma_\infty^2$. Thus

$$(q_a|q_b)=K_{ab}-(\Sigma_\infty^2)_{ab}=(\Sigma_1)_{ab}.$$

The static part $\Sigma_\infty$ is the part of the interaction's action on $d_a$ that looks like a one-body field, and $\Sigma_1$ measures what no such field can represent. For any numbers $v_a$, $\sum_{ab}v_a(\Sigma_1)_{ab}v_b^*$ is the squared norm of $\sum_av_aq_a$. Hence $\Sigma_1$ is Hermitian and has no negative eigenvalue, which gives a useful check on sampled averages.

**Which double commutator.** It is tempting to put both commutators on the same side and use

$$N_{ab}=\langle\{[[d_a,H_{\rm int}],H_{\rm int}],d_b^\dagger\}\rangle$$

in place of $K_{ab}$. With $X_{ab}=\{j_a,d_b^\dagger\}$, the commutator identity gives

$$N_{ab}=K_{ab}+D_{ab},\qquad D_{ab}=\langle[X_{ab},H_{\rm int}]\rangle .$$

For the full $H$ the corresponding average vanished by stationarity. The state is not in general stationary under $H_{\rm int}$ alone, so $D$ can survive. Because $X_{ba}=X_{ab}^\dagger$,

$$D_{ba}^*=\langle[X_{ab}^\dagger,H_{\rm int}]^\dagger\rangle=\langle[H_{\rm int},X_{ab}]\rangle=-D_{ab}.$$

The error is anti-Hermitian, and $K=(N+N^\dagger)/2$. The nested form can thus be repaired by taking its Hermitian part.

**Density-density interactions.** Take

$$H_{\rm int}=\tfrac12\sum_{ab}U_{ab}n_an_b,\qquad n_a=d_a^\dagger d_a,$$

with $U$ real and symmetric and $U_{aa}=0$. From $[d_a,n_b]=\delta_{ab}d_a$,

$$j_a=\tfrac12\sum_cU_{ac}d_an_c+\tfrac12\sum_bU_{ba}n_bd_a=W_ad_a,\qquad W_a=\sum_bU_{ab}n_b .$$

The two halves are equal because $n_a$ is absent from $W_a$, which therefore commutes with $d_a$ and $d_a^\dagger$. The operator $W_a$ is the interaction energy that an electron in flavour $a$ feels from the others. On the diagonal,

$$\{j_a,d_a^\dagger\}=W_a,\qquad \{j_a,j_a^\dagger\}=W_a^2(d_ad_a^\dagger+d_a^\dagger d_a)=W_a^2 .$$

For $a\ne b$ one has $d_ad_b^\dagger=-d_b^\dagger d_a$, so that

$$\{W_ad_a,d_b^\dagger\}=-[W_a,d_b^\dagger]d_a=-U_{ab}d_b^\dagger d_a .$$

The static self-energy therefore has Hartree terms $\langle W_a\rangle$ on the diagonal and Fock terms $-U_{ab}\langle d_b^\dagger d_a\rangle$ off it. The diagonal of $\Sigma_\infty^2$ is $\langle W_a\rangle^2$ plus the squared moduli of the Fock terms. Writing $C_{bc}=\langle n_bn_c\rangle-\langle n_b\rangle\langle n_c\rangle$, we obtain

$$(\Sigma_1)_{aa}=\sum_{bc}U_{ab}U_{ac}C_{bc}-\sum_{b\ne a}U_{ab}^2|\langle d_b^\dagger d_a\rangle|^2 .$$

The off-diagonal elements need more care. Split off the flavours $a$ and $b$:

$$W_a=U_{ab}n_b+A,\quad W_b=U_{ab}n_a+B,$$

$$A=\sum_{c\ne a,b}U_{ac}n_c,\quad B=\sum_{c\ne a,b}U_{bc}n_c .$$

In the first half of the anticommutator, $n_bd_b^\dagger=d_b^\dagger$ and $d_an_a=d_a$, hence

$$W_ad_ad_b^\dagger W_b=-(U_{ab}+A)(U_{ab}+B)\,d_b^\dagger d_a .$$

In the second half, $d_b^\dagger n_b=0$ and $n_ad_a=0$, hence $d_b^\dagger W_bW_ad_a=AB\,d_b^\dagger d_a$. The products $AB$ cancel in the sum, which leaves

$$K_{ab}=-U_{ab}\langle(U_{ab}+A+B)\,d_b^\dagger d_a\rangle,\qquad a\ne b,$$

from which $(\Sigma_\infty^2)_{ab}$ must still be subtracted.

The covariance formula results when each flavour has its own bath and $E$ is diagonal. Then the number of electrons in flavour $a$ together with its bath is conserved. The operator $d_b^\dagger d_a$, with or without densities beside it, changes this number, so its average vanishes. All Fock and off-diagonal terms disappear:

$$\boxed{(\Sigma_1)_{ab}=\delta_{ab}\sum_{cd}U_{ac}U_{ad}\left(\langle n_cn_d\rangle-\langle n_c\rangle\langle n_d\rangle\right)}$$

The sum is the variance of $W_a$. Its terms with $c=d$ contain $C_{cc}=\langle n_c\rangle(1-\langle n_c\rangle)$, since $n_c^2=n_c$. For a single orbital, $W_\uparrow=Un_\downarrow$ and the coefficient for spin up is $U^2\langle n_\downarrow\rangle(1-\langle n_\downarrow\rangle)$.

The isolated atom shows the variance directly. Without a bath and with diagonal levels, $W_a$ is conserved and $[d_a,H]=(E_{aa}+W_a)d_a$. The equation of motion then closes to

$$G_{aa}(z)=\left\langle\frac{1}{z-E_{aa}-W_a}\right\rangle .$$

For one orbital, put $x=z-E_{\uparrow\uparrow}$ and $n=\langle n_\downarrow\rangle$. The field is $U$ with probability $n$ and zero otherwise, so

$$G=\frac{1-n}{x}+\frac{n}{x-U}=\frac{x-(1-n)U}{x(x-U)},$$

$$\Sigma=x-G^{-1}=nU+\frac{n(1-n)U^2}{x-(1-n)U}.$$

The expected coefficient stands in the numerator. It vanishes at $n=0$ and $n=1$, where the field does not fluctuate and a static shift describes the spin-up electron completely. The spin-down electron can still feel a fluctuating field, since its coefficient is $U^2\langle n_\uparrow\rangle(1-\langle n_\uparrow\rangle)$.

**A two-orbital impurity.** Consider two orbitals, with flavours ordered $1\!\uparrow,1\!\downarrow,2\!\uparrow,2\!\downarrow$, and four bath levels. The repulsion is $U=4$ eV within an orbital, $U'=2.5$ eV between opposite spins in different orbitals, and $U'-J=2$ eV between equal spins, with $J=0.5$ eV. The impurity levels are $-3.1,-2.9,-2.6,-2.4$ eV, the bath levels $-0.5,-0.3,0.3,0.5$ eV, and $k_BT=0.1$ eV. At first each flavour couples to its own bath level with $V=0.6$ eV. All 256 many-body states are computed, $G$ is summed from its spectral representation, and Dyson's equation gives $\Sigma$. The coefficient extracted from this $\Sigma$ at large $w$ involves no commutator formula. The numerical output lists the results.

For flavour $1\!\uparrow$ the occupations of the other three flavours are 0.1576, 0.7106 and 0.0851. The Hartree term is

$$4(0.1576)+2(0.7106)+2.5(0.0851)=2.264\ {\rm eV}.$$

The variances of the three occupations contribute

$$16(0.13273)+4(0.20565)+6.25(0.07782)=3.433\ {\rm eV}^2 .$$

Each pair of different flavours enters the double sum twice, so the cross terms are

$$2\left[8(-0.04217)+10(0.03006)+5(-0.05472)\right]=-0.621\ {\rm eV}^2 .$$

Together they give $\Sigma_1=2.812$ eV$^2$, the value found from Dyson's equation. Treating the occupations as independent would keep the first sum alone and overestimate the true coefficient by 22%. For $2\!\uparrow$ the same estimate gives 2.784 instead of 1.852 eV$^2$, an excess of 50%. Mean occupations are therefore not enough to fix the tail here, even when they are known accurately.

The output also helps to decide where the tail may be attached. On the imaginary axis the quantity $-w\,{\rm Im}\,\Sigma_{aa}(iw)$ has the expansion $\Sigma_1-\Sigma_3/w^2+\dots$, where $\Sigma_3$ is the coefficient of $1/z^3$. For $1\!\uparrow$ it is 1.952 eV$^2$ at $w=5$ eV, which is 31% below the limit. The deficit is 11% at 10 eV, 1.4% at 30 eV and 0.13% at 100 eV. Multiplying the last deficit by $w^2$ gives $\Sigma_3\approx0.0037\times10^4=37$ eV$^4$, and the point at 30 eV gives 36 eV$^4$. The imaginary part of the leading tail is thus in error by about 1% when

$$w\approx\sqrt{\frac{37}{0.01\times2.81}}\ {\rm eV}\approx36\ {\rm eV}.$$

Since $w=(2n+1)\pi k_BT$, this is near the Matsubara index $n=57$. This estimate does not cover the real part, which approaches $\Sigma_\infty$ with a correction $-\Sigma_2/w^2$ of its own, where $\Sigma_2$ is the coefficient of $1/z^2$. Compared with $\Sigma_1/w$ this correction falls only as $1/w$, so it can be the larger error of the leading tail. The value of 36 eV alone therefore does not make the leading tail safe to attach there. If the noise becomes too large before both parts are accurate enough, $\Sigma_2$ and $\Sigma_3$ can be fitted while $\Sigma_\infty$ and $\Sigma_1$ are held at their computed values.

Now let the flavours mix. The levels acquire $E_{ab}=0.3+0.2i$ eV for $a<b$, with the complex conjugate below the diagonal, and the bath acquires additional couplings $V_{ka}=0.2i$ eV for $k<a$ and $0.2$ eV for $k>a$. The interaction is unchanged. For $1\!\uparrow$ the covariance sum is 4.025 eV$^2$, but the Fock subtraction is 1.678 eV$^2$ and the true coefficient 2.347 eV$^2$. Omitting the Fock terms would make it 71% too large. An off-diagonal element $-0.150-0.050i$ eV$^2$ between $1\!\uparrow$ and $2\!\uparrow$ appears as well, in agreement with the formula for $a\ne b$. Using $N$ for $K$ would leave the diagonal intact, since $D_{aa}=\langle[W_a,H_{\rm int}]\rangle=0$, but the largest error among the off-diagonal elements would be 0.25 eV$^2$.

Spin-flip and pair-hopping terms take the interaction out of the density-density class. Added to it are

$$-J\,d_{1\uparrow}^\dagger d_{1\downarrow}d_{2\downarrow}^\dagger d_{2\uparrow}+J\,d_{1\uparrow}^\dagger d_{1\downarrow}^\dagger d_{2\downarrow}d_{2\uparrow}+{\rm h.c.}$$

Their contribution to $j_{1\uparrow}$ is

$$-J\,d_{1\downarrow}d_{2\downarrow}^\dagger d_{2\uparrow}+J\,d_{1\downarrow}^\dagger d_{2\downarrow}d_{2\uparrow},$$

which is not a density operator times $d_{1\uparrow}$. No occupation covariance can represent it in general, and the full matrix $K$ must be evaluated. With the same mixing, the eigenvalues of $\Sigma_1$ lie between 1.10 and 2.87 eV$^2$, none of them negative, as the projection argument requires. In this case, as in the two before it, the general formula was tested against the Dyson tail and agreed in every matrix element to within $2\times10^{-5}$ eV$^2$.

When only orbital 1 interacts, its spin-down occupation is 0.2841, and $16\times0.2841\times0.7159=3.254$ eV$^2$ is again the coefficient obtained from Dyson's equation for spin up. The bath has changed the occupation from its atomic value, but the relation between occupation and tail is that of the isolated atom.

## Numbers as computed

```
U = 4.0 eV, U' = 2.5 eV, J = 0.5 eV, kT = 0.1 eV
same-spin interorbital U'-J = 2.0 eV
levels 1up 1dn 2up 2dn (eV): [-3.1 -2.9 -2.6 -2.4]
bath levels (eV): [-0.5 -0.3  0.3  0.5]  own-bath coupling = 0.6 eV
many-body states: 256
CASE A: density-density, conserved flavours
1up: n = 0.76952, S_inf = 2.26398 eV
1dn: n = 0.15755, S_inf = 5.02466 eV
2up: n = 0.71059, S_inf = 2.27312 eV
2dn: n = 0.08505, S_inf = 5.08124 eV
covariances <n_b n_c>-<n_b><n_c> (rows 1up 1dn 2up 2dn):
    0.17736  -0.08435   0.02929  -0.04308
   -0.08435   0.13273  -0.04217   0.03006
    0.02929  -0.04217   0.20565  -0.05472
   -0.04308   0.03006  -0.05472   0.07782
S_1 (eV^2): Dyson tail | covariance sum | independent n
  1up: 2.81171 | 2.81171 | 3.43258
  1dn: 3.78378 | 3.78378 | 4.43431
  2up: 1.85235 | 1.85235 | 2.78404
  2dn: 3.99740 | 3.99740 | 4.92984
approach to the tail, 1up: Re[iw(Sigma-S_inf)] (eV^2)
  w =     5 eV: 1.95212
  w =    10 eV: 2.50157
  w =    30 eV: 2.77141
  w =   100 eV: 2.80801
CASE B: density-density, mixed flavours
level mixing E_ab (a<b) = 0.3000 +0.2000i eV
extra V_ka: k<a 0.0000 +0.2000i, k>a 0.2 eV
S_1 diagonal (eV^2): Dyson | covariance sum | Fock subtraction
  1up: 2.34693 | 4.02459 | 1.67767
  1dn: 2.64158 | 4.26574 | 1.62417
  2up: 2.12853 | 2.96081 | 0.83228
  2dn: 3.43804 | 4.28408 | 0.84604
S_1[1up,2up] Dyson   = -0.1498 -0.0498i eV^2
S_1[1up,2up] formula = -0.1498 -0.0498i eV^2
largest error of nested form = 0.2485 eV^2
CASE C: with spin flip and pair hopping, mixed flavours
S_1 diagonal (eV^2): 1.75873 1.81946 1.64054 2.32991
S_1[1up,2up] = -0.0901 -0.0195i eV^2
eigenvalues of S_1 (eV^2): 1.10415 1.51817 2.05237 2.87394
largest error of nested form = 0.2809 eV^2
CASE D: one interacting orbital
n_1dn = 0.28412, U^2 n(1-n) = 3.25436 eV^2
Dyson tail for 1up = 3.25436 eV^2
```
